# Kinetic Temperature Fluctuations: Canonical Sampling and Berendsen Weak Coupling: a numerical check

```python
# Result under test: for a classical canonical system with Nf momentum degrees
# of freedom, the kinetic temperature T = 2K/(Nf k) has Var(T)/T0^2 = 2/Nf.
# Berendsen coupling keeps <T> = T0 but forces Cov(E, K) = 0, whereas the
# canonical ensemble has Cov(E, K) = Var(K), so its fluctuations are wrong.
# K: kinetic energy, U: potential energy, E = K + U, T0: bath temperature,
# tau: relaxation time, xi: Nose-Hoover friction. Hartree atomic units,
# with temperatures in kelvin.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

rng = np.random.default_rng(2024)
boltzmann = const.k / const.physical_constants["Hartree energy"][0]
n_atoms, bath_T = 64, 300.0
n_free = 3 * n_atoms - 3
kT = boltzmann * bath_T
K_bath = 0.5 * n_free * kT
var_K = 0.5 * n_free * kT**2
sigma_canonical = bath_T * np.sqrt(2 / n_free)

# Gaussian moments of one momentum component, by quadrature.
def gaussian_moment(power):
    weight = lambda y: np.exp(-0.5 * y * y)
    top = quad(lambda y: y**power * weight(y), -12, 12)[0]
    return top / quad(weight, -12, 12)[0]

second, fourth = gaussian_moment(2), gaussian_moment(4)
assert abs(second - 1) < 1e-8 and abs(fourth - 3) < 1e-8

# Direct sampling with unequal masses and the total momentum removed.
masses = rng.uniform(2e4, 6e4, n_atoms)[None, :, None]
sample_p = np.sqrt(masses * kT) * rng.standard_normal((20000, n_atoms, 3))
sample_p -= masses / masses.sum() * sample_p.sum(axis=1, keepdims=True)
sample_K = (sample_p**2 / (2 * masses)).sum(axis=(1, 2))
sample_T = 2 * sample_K / (n_free * boltzmann)
assert abs(sample_T.mean() / bath_T - 1) < 0.004
assert abs(sample_T.var() / sigma_canonical**2 - 1) < 0.05
del sample_p

# Harmonic crystal at fixed energy: x = K/E has equal momentum and
# position phase-space factors.
def harmonic_moment(power):
    density = lambda x: (4 * x * (1 - x)) ** (n_free / 2 - 1)
    return quad(lambda x: x**power * density(x), 0, 1,
                points=[0.3, 0.5, 0.7], limit=200)[0]

norm = harmonic_moment(0)
mean_x = harmonic_moment(1) / norm
harmonic_relvar = harmonic_moment(2) / norm / mean_x**2 - 1
assert abs(harmonic_relvar * (n_free + 1) - 1) < 1e-6
sigma_harmonic = bath_T * np.sqrt(harmonic_relvar)

# The extended canonical density is stationary for one friction variable
# and for a chain of three.
def stationarity_residual(n_links):
    q = sp.symbols("q1 q2", real=True)
    p = sp.symbols("p1 p2", real=True)
    m = sp.symbols("m1 m2", positive=True)
    xi = sp.symbols("xi1:4", real=True)[:n_links]
    Q = sp.symbols("Q1:4", positive=True)[:n_links]
    beta = sp.symbols("beta", positive=True)
    U = sp.Function("U")(*q)
    energy = U + sum(a**2 / (2 * b) for a, b in zip(p, m))
    energy += sum(a * b**2 / 2 for a, b in zip(Q, xi))
    density = sp.exp(-beta * energy)
    flow = {q[i]: p[i] / m[i] for i in range(2)}
    flow.update({p[i]: -sp.diff(U, q[i]) - xi[0] * p[i] for i in range(2)})
    for j in range(n_links):
        if j == 0:
            drive = sum(a**2 / b for a, b in zip(p, m)) - 2 / beta
        else:
            drive = Q[j - 1] * xi[j - 1]**2 - 1 / beta
        damping = xi[j] * xi[j + 1] if j + 1 < n_links else 0
        flow[xi[j]] = drive / Q[j] - damping
    total = sum(sp.diff(density * rate, x) for x, rate in flow.items())
    return sp.simplify(sp.expand(total / density))

assert stationarity_residual(1) == 0 and stationarity_residual(3) == 0

# Berendsen coupling without forces: exponential approach of K to its target.
def free_berendsen(t, p):
    return 0.5 * p * (1.0 / (0.5 * p @ p) - 1.0)

p_start = np.array([1.5, -0.7, 2.0])
p_end = solve_ivp(free_berendsen, (0, 1.3), p_start,
                  rtol=1e-10, atol=1e-12).y[:, -1]
K_expected = 1 + (0.5 * p_start @ p_start - 1) * np.exp(-1.3)
assert abs(0.5 * p_end @ p_end - K_expected) < 1e-7

# Periodic anharmonic lattice; array axes are site, component, replica.
mass, k_across, k_along, quartic = 4.0e4, 0.01, 0.02, 0.1
sites = np.arange(n_atoms).reshape(4, 4, 4)
plus = np.array([np.roll(sites, -1, a).ravel() for a in range(3)])
minus = np.array([np.roll(sites, 1, a).ravel() for a in range(3)])
bond_axis = np.arange(3)[:, None]
stiffness = (k_across + (k_along - k_across) * np.eye(3))[:, None, :, None]

def stretches(u):
    d = u[plus] - u
    return d, np.einsum("abcr,abcr->abr", d, d)[:, :, None]

def lattice_force(u):
    d, square = stretches(u)
    tension = (stiffness + quartic * square) * d
    return (tension - tension[bond_axis, minus]).sum(axis=0)

def lattice_energy(u):
    d, square = stretches(u)
    return (0.5 * (stiffness * d * d).sum(axis=(0, 1, 2))
            + 0.25 * quartic * (square**2).sum(axis=(0, 1, 2)))

trial = 0.2 * rng.standard_normal((n_atoms, 3, 1))
shift = rng.standard_normal(trial.shape)
slope = (lattice_energy(trial + 1e-5 * shift)
         - lattice_energy(trial - 1e-5 * shift))[0] / 2e-5
work = (lattice_force(trial) * shift).sum()
assert abs(slope + work) < 1e-6 * (1 + abs(work))

# Replica groups: chain, single thermostat, three Berendsen times, fixed E.
taus = [200.0, 2000.0, 20000.0]
sizes = [28, 8, 8, 8, 8, 8]
edges = np.concatenate(([0], np.cumsum(sizes)))
groups = [slice(edges[i], edges[i + 1]) for i in range(len(sizes))]
n_rep, n_nh = edges[-1], edges[2]
single, fixed_size = groups[1], sizes[5]
# The constant-energy group is first prepared with the longest tau.
coupling_rate = np.repeat(1 / np.array(taus + [taus[-1]]), fixed_size)
chained = np.ones(n_nh)
chained[single] = 0.0
friction = np.zeros((3, n_nh))
dt, tau_nh, start_T = 60.0, 400.0, 270.0
n_prepare, n_equil, n_prod, stride = 600, 3000, 8400, 5

def kinetic(p):
    return np.einsum("scr,scr->r", p, p) / (2 * mass)

# Link masses: n_free*kT*tau_nh^2 for the first, kT*tau_nh^2 for the others.
def push_link(link, K_nh, h):
    if link == 0:
        drive = (K_nh / K_bath - 1) / tau_nh**2
    elif link == 1:
        drive = chained * (n_free * friction[0]**2 - 1 / tau_nh**2)
    else:
        drive = chained * (friction[1]**2 - 1 / tau_nh**2)
    damp = np.exp(-0.25 * h * friction[link + 1]) if link < 2 else 1.0
    friction[link] = (friction[link] * damp + 0.5 * h * drive) * damp

def thermostat_half_step(p):
    h = 0.5 * dt
    K = kinetic(p)
    scale = np.empty(n_rep)
    for link in (2, 1, 0):
        push_link(link, K[:n_nh], h)
    scale[:n_nh] = np.exp(-h * friction[0])
    K_new = K[:n_nh] * scale[:n_nh]**2
    for link in (0, 1, 2):
        push_link(link, K_new, h)
    K_b = K[n_nh:]
    decay = np.exp(-h * coupling_rate)
    scale[n_nh:] = np.sqrt((K_bath + (K_b - K_bath) * decay) / K_b)
    p *= scale

def thermal_momenta(temperature):
    draw = rng.standard_normal((n_atoms, 3, n_rep))
    draw *= np.sqrt(mass * boltzmann * temperature)
    return draw - draw.mean(axis=0)

u = np.zeros((n_atoms, 3, n_rep))
p = thermal_momenta(start_T)
force = lattice_force(u)
K_list, U_list = [], []
for step in range(n_prepare + n_equil + n_prod):
    thermostat_on = step >= n_prepare
    if not thermostat_on and step % 20 == 0:
        p = thermal_momenta(start_T)
    if step == n_prepare:
        # Diagnostic start: no displacement, twice the target kinetic energy.
        u[:, :, single] = 0.0
        p[:, :, single] *= np.sqrt(2 * K_bath / kinetic(p)[single])
        force = lattice_force(u)
    if step == n_prepare + n_equil:
        coupling_rate[-fixed_size:] = 0.0
    if thermostat_on:
        thermostat_half_step(p)
    p += 0.5 * dt * force
    u += dt / mass * p
    force = lattice_force(u)
    p += 0.5 * dt * force
    if thermostat_on:
        thermostat_half_step(p)
    if step >= n_prepare + n_equil and step % stride == 0:
        K_list.append(kinetic(p))
        U_list.append(lattice_energy(u))

K_t, U_t = np.array(K_list), np.array(U_list)
T_t = 2 * K_t / (n_free * boltzmann)
dK, dU = K_t - K_t.mean(axis=0), U_t - U_t.mean(axis=0)
mean_T, sigma_T, error_T, cov_ratio = [], [], [], []
for g in groups:
    variances = T_t[:, g].var(axis=0)
    sigma = np.sqrt(variances.mean())
    mean_T.append(T_t[:, g].mean())
    sigma_T.append(sigma)
    error_T.append(variances.std(ddof=1) / np.sqrt(len(variances))
                   / (2 * sigma))
    cov_ratio.append(((dK + dU)[:, g] * dK[:, g]).mean()
                     / (dK[:, g]**2).mean())
half = len(T_t) // 2
single_halves = [np.sqrt(part[:, single].var(axis=0).mean())
                 for part in (T_t[:half], T_t[half:])]
var_U = (dU[:, groups[0]]**2).mean()
sigma_fixed_predicted = sigma_canonical * np.sqrt(var_U / (var_K + var_U))

print("CANONICAL RESULT")
print(f"atoms: {n_atoms}; degrees of freedom Nf: {n_free}")
print(f"bath temperature: {bath_T:.0f} K")
print(f"k*T0: {kT:.6e} hartree")
print(f"mean kinetic energy: {K_bath:.6f} hartree")
print(f"std of kinetic energy: {np.sqrt(var_K):.6f} hartree")
print(f"relative variance 2/Nf: {2 / n_free:.6f}")
print(f"relative std: {100 * np.sqrt(2 / n_free):.2f} percent")
print(f"std of T, Nf = {n_free}: {sigma_canonical:.2f} K")
print(f"std of T, Nf = {3 * n_atoms}: "
      f"{bath_T * np.sqrt(2 / (3 * n_atoms)):.2f} K")
print(f"Gaussian moments 2 and 4: {second:.6f}, {fourth:.6f}")
print(f"sampled momenta, mean T: {sample_T.mean():.2f} K")
print(f"sampled momenta, std of T: {sample_T.std():.2f} K")
print(f"harmonic crystal at fixed E, std of T: {sigma_harmonic:.2f} K")
print("MODEL LATTICE (atomic units)")
print(f"mass: {mass:.0f} electron masses")
print(f"stiffness along bond: {k_along:.3f} hartree/bohr^2")
print(f"stiffness across bond: {k_across:.3f} hartree/bohr^2")
print(f"quartic constant: {quartic:.2f} hartree/bohr^4")
print(f"time step: {dt:.0f} a.u.; Nose-Hoover time: {tau_nh:.0f} a.u.")
print(f"preparation temperature: {start_T:.0f} K")
print(f"steps: prepare {n_prepare}, equilibrate {n_equil}, produce {n_prod}")
print(f"replicas: chain {sizes[0]}, each other group {fixed_size}")
names = (["Nose-Hoover chain", "single Nose-Hoover, far start"]
         + [f"Berendsen tau={t:.0f} a.u." for t in taus]
         + ["constant energy"])
for i, name in enumerate(names):
    print(f"{name}: mean T {mean_T[i]:.2f} K")
    print(f"  std of T {sigma_T[i]:.2f} +/- {error_T[i]:.2f} K")
    if i < 5:
        print(f"  Cov(E,K)/Var(K) {cov_ratio[i]:.3f}")
print(f"single Nose-Hoover, std of T in first half: "
      f"{single_halves[0]:.2f} K")
print(f"single Nose-Hoover, std of T in second half: "
      f"{single_halves[1]:.2f} K")
print(f"canonical Var(U)/Var(K): {var_U / var_K:.3f}")
print(f"predicted constant-energy std of T: {sigma_fixed_predicted:.2f} K")

# Tolerances cover a few per cent of sampling noise in each variance
# and time-step errors of about one per cent.
assert np.abs(p.sum(axis=0)).max() < 1e-8 * np.sqrt(mass * kT)
assert max(abs(T - bath_T) for T in mean_T[:5]) < 1.0
assert abs(mean_T[5] - bath_T) < 3.0
assert abs((sigma_T[0] / sigma_canonical)**2 - 1) < 0.12
assert abs(cov_ratio[0] - 1) < 0.12
assert max(abs(c) for c in cov_ratio[2:5]) < 0.08
assert max(sigma_T[2:5])**2 < 0.7 * sigma_canonical**2
assert abs((sigma_T[5] / sigma_fixed_predicted)**2 - 1) < 0.15
assert abs((sigma_T[4] / sigma_T[5])**2 - 1) < 0.15
assert sigma_T[2] < 0.8 * sigma_T[4]
print("done: every assertion held")
```

Output:

```
CANONICAL RESULT
atoms: 64; degrees of freedom Nf: 189
bath temperature: 300 K
k*T0: 9.500435e-04 hartree
mean kinetic energy: 0.089779 hartree
std of kinetic energy: 0.009235 hartree
relative variance 2/Nf: 0.010582
relative std: 10.29 percent
std of T, Nf = 189: 30.86 K
std of T, Nf = 192: 30.62 K
Gaussian moments 2 and 4: 1.000000, 3.000000
sampled momenta, mean T: 300.39 K
sampled momenta, std of T: 30.77 K
harmonic crystal at fixed E, std of T: 21.76 K
MODEL LATTICE (atomic units)
mass: 40000 electron masses
stiffness along bond: 0.020 hartree/bohr^2
stiffness across bond: 0.010 hartree/bohr^2
quartic constant: 0.10 hartree/bohr^4
time step: 60 a.u.; Nose-Hoover time: 400 a.u.
preparation temperature: 270 K
steps: prepare 600, equilibrate 3000, produce 8400
replicas: chain 28, each other group 8
Nose-Hoover chain: mean T 300.07 K
  std of T 30.97 +/- 0.15 K
  Cov(E,K)/Var(K) 0.997
single Nose-Hoover, far start: mean T 299.99 K
  std of T 41.23 +/- 3.09 K
  Cov(E,K)/Var(K) 0.663
Berendsen tau=200 a.u.: mean T 300.00 K
  std of T 7.54 +/- 0.08 K
  Cov(E,K)/Var(K) -0.014
Berendsen tau=2000 a.u.: mean T 300.00 K
  std of T 16.95 +/- 0.17 K
  Cov(E,K)/Var(K) -0.003
Berendsen tau=20000 a.u.: mean T 300.00 K
  std of T 19.83 +/- 0.19 K
  Cov(E,K)/Var(K) -0.003
constant energy: mean T 300.06 K
  std of T 19.98 +/- 0.26 K
single Nose-Hoover, std of T in first half: 42.92 K
single Nose-Hoover, std of T in second half: 39.46 K
canonical Var(U)/Var(K): 0.741
predicted constant-energy std of T: 20.13 K
done: every assertion held
```
